# Period and contrast of counterpropagating surface-plasmon fringes at 365 nm: test program

```python
# Result under test: two opposite surface plasmons on a metal/resist interface
# give |E|^2 fringes of period P = (lambda/2)*sqrt((em+ed)/(em*ed)) and
# visibility (|em|-ed)/(|em|+ed), for real em < -ed < 0.
# em, ed: permittivities of metal and resist; lambda: vacuum wavelength.
# Internally lengths are in units of 1/k0 and wavenumbers in units of k0,
# where k0 = omega/c. The metal fills z < 0 and the resist fills z > 0.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eig, eigvals, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.signal import find_peaks

em, ed = -4.0, 2.56
wavelength = 365.0                      # nm
k0 = 2 * np.pi / wavelength             # 1/nm
metal_loss, resist_loss = 0.3, 0.03     # rough imaginary permittivities
eglass = 2.25                           # rough glass permittivity
BASE_STEP = 0.025


def plasmon_index(e_metal, e_resist):
    return np.sqrt(complex(e_metal * e_resist / (e_metal + e_resist)))


def tm_matrix(layers, refine):
    """Discrete TM equation (H'/eps)' + H = K H/eps, with K = (k/k0)^2."""
    widths, eps = [], []
    for permittivity, thickness in layers:
        count = refine * int(round(thickness / BASE_STEP))
        widths += [thickness / count] * count
        eps += [permittivity] * count
    w, e = np.array(widths), np.array(eps)
    stiff = 1 / (e * w)
    diagonal = -(stiff[:-1] + stiff[1:]) + (w[:-1] + w[1:]) / 2
    mass = ((w / e)[:-1] + (w / e)[1:]) / 2
    a = np.diag(diagonal) + np.diag(stiff[1:-1], 1) + np.diag(stiff[1:-1], -1)
    return a / mass[:, None]


def top_eigenvalue(layers, refine):
    values = eigvals(tm_matrix(layers, refine))
    return values[np.argmax(values.real)]


def numerical_index(layers):
    """Mode index, with the quadratic mesh error removed."""
    coarse, fine = top_eigenvalue(layers, 1), top_eigenvalue(layers, 2)
    return np.sqrt((4 * fine - coarse) / 3)


def intensity(x, z, index, decay, eps):
    """|E|^2 of two opposite waves from a numerical curl of H."""
    def h(xx, zz):
        return (np.exp(1j * index * xx) + np.exp(-1j * index * xx)) \
            * np.exp(-decay * zz)
    s = 1e-4
    ex = -1j * (h(x, z + s) - h(x, z - s)) / (2 * s * eps)
    ez = 1j * (h(x + s, z) - h(x - s, z)) / (2 * s * eps)
    return abs(ex)**2 + abs(ez)**2


# Closed formulas for the lossless interface
n = plasmon_index(em, ed).real
kd = ed / np.sqrt(-(em + ed))
km = -em / np.sqrt(-(em + ed))
period = wavelength / (2 * n)
visibility = (-em - ed) / (-em + ed)
dose_ratio = -em / ed
equal_depth = np.log(dose_ratio) / (2 * kd)

# Mode index and decay constants from the eigenproblem
interface = [(em, 3.0), (ed, 4.0)]
n_num = numerical_index(interface)
assert abs(n_num - n) < 1e-4
values, vectors = eig(tm_matrix(interface, 2))
mode = vectors[:, np.argmax(values.real)]
node = 2 * int(round(3.0 / BASE_STEP)) - 1
span = 20 * BASE_STEP / 2
kd_num = np.log(abs(mode[node] / mode[node + 20])) / span
km_num = np.log(abs(mode[node] / mode[node - 20])) / span
assert abs(kd_num - kd) < 3e-3 and abs(km_num - km) < 3e-3

# No bound TM wave if |em| < ed, and no bound TE wave at all
assert top_eigenvalue([(-2.0, 3.0), (ed, 4.0)], 1).real < ed
step = BASE_STEP
z_te = np.arange(-119, 160) * step
eps_te = np.where(z_te < -step / 2, em, ed)
eps_te[119] = (em + ed) / 2
te_values = eigh_tridiagonal(eps_te - 2 / step**2,
                             np.full(len(z_te) - 1, 1 / step**2),
                             eigvals_only=True)
assert te_values.max() < ed

# Fringes built from the numerical mode
x = np.arange(0, 12, 1e-3)
pattern = intensity(x, 0.0, n_num.real, kd_num, ed)
peaks = find_peaks(pattern)[0]
period_num = np.mean(np.diff(x[peaks])) / k0
visibility_num = (pattern.max() - pattern.min()) / (pattern.max() + pattern.min())
assert abs(period_num / period - 1) < 1e-3
assert abs(visibility_num - visibility) < 2e-3
crest_below = intensity(x, equal_depth, n_num.real, kd_num, ed).max()
assert abs(crest_below / pattern.min() - 1) < 3e-3

# The same period through atomic units
energy_joule = sc.h * sc.c / (wavelength * 1e-9)
hartree = sc.physical_constants['Hartree energy'][0]
bohr_nm = sc.physical_constants['Bohr radius'][0] * 1e9
omega_au = energy_joule / hartree
k_au = n * omega_au * sc.alpha
assert abs(np.pi / k_au * bohr_nm / period - 1) < 1e-7

# Metal absorption
em_lossy = em + 1j * metal_loss
n_lossy = plasmon_index(em_lossy, ed)
n_lossy_num = numerical_index([(em_lossy, 3.0), (ed, 4.0)])
assert abs(n_lossy_num - n_lossy) < 3e-4
kd_lossy = np.sqrt(n_lossy**2 - ed)
xs = np.linspace(-3, 3, 401)
plus = abs(n_lossy)**2 + abs(kd_lossy)**2
minus = abs(n_lossy)**2 - abs(kd_lossy)**2
law = 2 / ed**2 * (plus * np.cosh(2 * n_lossy.imag * xs)
                   - minus * np.cos(2 * n_lossy.real * xs))
assert np.allclose(intensity(xs, 0.0, n_lossy, kd_lossy, ed), law, rtol=1e-5)
decay_length = 1 / (2 * n_lossy.imag * k0)
half_range = np.arccosh(2) * decay_length
n_both = plasmon_index(em_lossy, ed + 1j * resist_loss)


# Finite metal film between glass and resist
def film_condition(index, thickness_nm):
    kappa_m = np.sqrt(index**2 - em)
    am = kappa_m / em
    ad = np.sqrt(index**2 - ed) / ed
    ag = np.sqrt(index**2 - eglass) / eglass
    return ((am + ad) * (am + ag)
            - (am - ad) * (am - ag) * np.exp(-2 * kappa_m * k0 * thickness_nm))


film_index = {d: brentq(film_condition, n, 6.0, args=(d,)) for d in (50.0, 80.0)}
film_num = numerical_index([(eglass, 4.0), (em, 50.0 * k0), (ed, 4.0)])
assert abs(film_num - film_index[50.0]) < 1e-3

# Sensitivity to the real part of the metal permittivity
scan = []
for real_part in (-4.0, -3.5, -3.0, -2.5):
    e = real_part + 1j * metal_loss
    ns = plasmon_index(e, ed)
    resist_decay, metal_decay = np.sqrt(ns**2 - ed), np.sqrt(ns**2 - e)
    assert resist_decay.real > 0 and metal_decay.real > 0
    assert abs(resist_decay / ed + metal_decay / e) < 1e-10
    scan.append((real_part, wavelength / (2 * ns.real), 1 / (2 * ns.imag * k0)))

# Other neglected effects
ed_change = -0.05
period_changed = wavelength / (2 * plasmon_index(em, ed + ed_change).real)
rs = 3.0
fermi_velocity_au = (9 * np.pi / 4)**(1 / 3) / rs
nonlocal_parameter = fermi_velocity_au * k_au / omega_au

print(f"Vacuum wavelength: {wavelength:.1f} nm")
print(f"Photon energy: {energy_joule / sc.e:.4f} eV")
print(f"Metal permittivity: {em:.2f} (dimensionless)")
print(f"Resist permittivity: {ed:.2f} (dimensionless)")
print(f"Squared plasmon index: {n**2:.4f} (dimensionless)")
print(f"Plasmon index, formula: {n:.5f} (dimensionless)")
print(f"Plasmon index, eigenproblem: {n_num.real:.5f} (dimensionless)")
print(f"Plasmon wavelength = launching grating pitch: {2 * period:.3f} nm")
print(f"Fringe period, formula: {period:.3f} nm")
print(f"Fringe period, main result converted: {10 * period:.2f} angstrom")
print(f"Fringe period, numerical field: {period_num:.2f} nm")
print(f"Two-beam limit in the resist: {wavelength / (2 * np.sqrt(ed)):.2f} nm")
print(f"kd/k0, formula: {kd:.4f}; eigenproblem: {kd_num:.4f} (dimensionless)")
print(f"km/k0, formula: {km:.4f}; eigenproblem: {km_num:.4f} (dimensionless)")
print(f"Intensity 1/e depth in resist: {1 / (2 * kd * k0):.2f} nm")
print(f"Intensity 1/e depth in metal: {1 / (2 * km * k0):.2f} nm")
print(f"Squared field ratio |Ex/Ez|^2 of one wave: {(kd / n)**2:.4f} (dimensionless)")
print(f"Visibility, formula: {visibility:.4f} (dimensionless)")
print(f"Visibility, numerical field: {visibility_num:.4f} (dimensionless)")
print(f"Crest-to-trough dose ratio: {dose_ratio:.4f} (dimensionless)")
print(f"Depth where crest equals surface trough: {equal_depth / k0:.2f} nm")
print(f"Resist contrast needed: {1 / np.log10(dose_ratio):.2f} (dimensionless)")
print(f"Rough metal loss, Im em: {metal_loss:.2f} (dimensionless)")
print(f"Lossy index: {n_lossy.real:.4f} + {n_lossy.imag:.4f} i (dimensionless)")
print(f"Lossy fringe period: {wavelength / (2 * n_lossy.real):.2f} nm")
print(f"Intensity decay length along surface: {decay_length:.1f} nm")
print(f"Distance from midpoint to half visibility: {half_range:.1f} nm")
print(f"Rough resist loss, Im ed: {resist_loss:.2f} (dimensionless)")
print(f"Decay length with both losses: {1 / (2 * n_both.imag * k0):.1f} nm")
for real_part, p, length in scan:
    print(f"Re em = {real_part:.1f}, Im em = {metal_loss:.1f}: "
          f"period {p:.2f} nm, decay length {length:.1f} nm")
print(f"Rough glass permittivity: {eglass:.2f} (dimensionless)")
for d, index in film_index.items():
    print(f"Lossless film {d:.0f} nm: index {index:.4f}, "
          f"period {wavelength / (2 * index):.2f} nm")
print(f"Film 50 nm, index from eigenproblem: {film_num.real:.4f} (dimensionless)")
print(f"Resist permittivity change: {ed_change:.2f} (dimensionless)")
print(f"Period after that change: {period_changed:.2f} nm")
print(f"Free-electron radius rs for nonlocal estimate: {rs:.1f} bohr")
print(f"Nonlocal parameter vF k/omega: {nonlocal_parameter:.4f} (dimensionless)")
print(f"Its square: {nonlocal_parameter**2:.2e} (dimensionless)")
print("all assertions hold")
```

Output:

```
Vacuum wavelength: 365.0 nm
Photon energy: 3.3968 eV
Metal permittivity: -4.00 (dimensionless)
Resist permittivity: 2.56 (dimensionless)
Squared plasmon index: 7.1111 (dimensionless)
Plasmon index, formula: 2.66667 (dimensionless)
Plasmon index, eigenproblem: 2.66667 (dimensionless)
Plasmon wavelength = launching grating pitch: 136.875 nm
Fringe period, formula: 68.437 nm
Fringe period, main result converted: 684.37 angstrom
Fringe period, numerical field: 68.44 nm
Two-beam limit in the resist: 114.06 nm
kd/k0, formula: 2.1333; eigenproblem: 2.1337 (dimensionless)
km/k0, formula: 3.3333; eigenproblem: 3.3334 (dimensionless)
Intensity 1/e depth in resist: 13.62 nm
Intensity 1/e depth in metal: 8.71 nm
Squared field ratio |Ex/Ez|^2 of one wave: 0.6400 (dimensionless)
Visibility, formula: 0.2195 (dimensionless)
Visibility, numerical field: 0.2193 (dimensionless)
Crest-to-trough dose ratio: 1.5625 (dimensionless)
Depth where crest equals surface trough: 6.08 nm
Resist contrast needed: 5.16 (dimensionless)
Rough metal loss, Im em: 0.30 (dimensionless)
Lossy index: 2.6366 + 0.1723 i (dimensionless)
Lossy fringe period: 69.22 nm
Intensity decay length along surface: 168.5 nm
Distance from midpoint to half visibility: 222.0 nm
Rough resist loss, Im ed: 0.03 (dimensionless)
Decay length with both losses: 136.0 nm
Re em = -4.0, Im em = 0.3: period 69.22 nm, decay length 168.5 nm
Re em = -3.5, Im em = 0.3: period 60.83 nm, decay length 86.3 nm
Re em = -3.0, Im em = 0.3: period 49.47 nm, decay length 30.9 nm
Re em = -2.5, Im em = 0.3: period 58.55 nm, decay length 8.6 nm
Rough glass permittivity: 2.25 (dimensionless)
Lossless film 50 nm: index 2.8261, period 64.58 nm
Lossless film 80 nm: index 2.6739, period 68.25 nm
Film 50 nm, index from eigenproblem: 2.8261 (dimensionless)
Resist permittivity change: -0.05 (dimensionless)
Period after that change: 70.31 nm
Free-electron radius rs for nonlocal estimate: 3.0 bohr
Nonlocal parameter vF k/omega: 0.0124 (dimensionless)
Its square: 1.55e-04 (dimensionless)
all assertions hold
```
